# Cutoff thickness of the second TE mode in a silicon slab: a program that tests the result

```python
"""Cutoff thickness of the second TE mode (TE1) of a symmetric slab.

Result under test: TE1 is guided only if the full core thickness d exceeds
    d_c = wavelength / (2 sqrt(n_core^2 - n_clad^2)).
TE field: E'' + (k0^2 n(x)^2 - beta^2) E = 0, with E and E' continuous.
k0 = 2 pi / wavelength; effective index n_eff = beta / k0; lengths in nm.
V = (k0 d / 2) sqrt(n_core^2 - n_clad^2); u = (core wavenumber) d / 2.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

n_core, n_clad, wavelength = 3.476, 1.444, 1550.0
k0 = 2 * np.pi / wavelength
index_contrast = n_core**2 - n_clad**2
root_contrast = np.sqrt(index_contrast)
cutoff = wavelength / (2 * root_contrast)


def v_number(thickness):
    return 0.5 * k0 * thickness * root_contrast


def matched_mode(thickness, odd):
    """Effective index and cladding decay constant from face matching."""
    v = v_number(thickness)
    if odd:
        def mismatch(u):
            return u / np.tan(u) + np.sqrt(max(v * v - u * u, 0.0))
        low, high = np.pi / 2, min(v, np.pi - 1e-9)
    else:
        def mismatch(u):
            return u * np.tan(u) - np.sqrt(max(v * v - u * u, 0.0))
        low, high = 1e-9, min(v, np.pi / 2 - 1e-9)
    u = brentq(mismatch, low, high, xtol=1e-13)
    n_eff = np.sqrt(n_core**2 - (2 * u / (k0 * thickness))**2)
    return n_eff, k0 * np.sqrt(n_eff**2 - n_clad**2)


# Finite differences on the whole structure, with distant zero-field walls.
step = 1.0
half_width = 12000
x = step * np.arange(-half_width, half_width + 1)


def grid_modes(thickness, vectors=False):
    """Guided modes, highest effective index first; no parity is assumed."""
    core_part = np.clip((thickness / 2 - np.abs(x)) / step + 0.5, 0, 1)
    n_squared = n_clad**2 + index_contrast * core_part
    kinetic = 1 / (k0 * step)**2
    diagonal = 2 * kinetic - n_squared
    off_diagonal = -kinetic * np.ones(len(x) - 1)
    window = (-n_core**2, -n_clad**2)
    if vectors:
        values, fields = eigh_tridiagonal(
            diagonal, off_diagonal, select='v', select_range=window)
        return np.sqrt(-values), fields
    values = eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                              select='v', select_range=window)
    return np.sqrt(-values)


# Cutoff from direct integration: flat field enters, flat field leaves.
def core_equation(s, y):
    # s = k0 * distance from the left face, y = (E, dE/ds), beta = k0 n_clad
    return [y[1], -(n_core**2 - n_clad**2) * y[0]]


def slope_vanishes(s, y):
    return y[1]


slope_vanishes.terminal = True
slope_vanishes.direction = 1
shot = solve_ivp(core_equation, (0, 3), [1.0, 0.0], method='DOP853',
                 events=slope_vanishes, rtol=1e-11, atol=1e-12,
                 max_step=0.02)
assert len(shot.t_events[0]) == 1
cutoff_shot = shot.t_events[0][0] / k0
exit_field = shot.y_events[0][0][0]
assert abs(cutoff_shot / cutoff - 1) < 1e-6
assert abs(exit_field + 1) < 1e-6   # opposite sign: odd field

# Number of guided modes on both sides of the predicted thresholds.
count_thicknesses = [50.0, 0.98 * cutoff, 1.02 * cutoff,
                     1.98 * cutoff, 2.02 * cutoff]
counts = [len(grid_modes(d)) for d in count_thicknesses]
assert counts == [1, 1, 2, 2, 3], counts

# Effective indices, parity and decay length at two sample thicknesses.
thin, thick = 220.0, 260.0
thin_te0, _ = matched_mode(thin, odd=False)
thick_te0, _ = matched_mode(thick, odd=False)
thick_te1, decay = matched_mode(thick, odd=True)
thin_grid = grid_modes(thin)
thick_grid, fields = grid_modes(thick, vectors=True)
assert len(thin_grid) == 1 and len(thick_grid) == 2
# The grid error is of order (core wavenumber * step)^2, below 2e-4 here.
assert abs(thin_grid[0] - thin_te0) < 2e-4
assert abs(thick_grid[0] - thick_te0) < 2e-4
assert abs(thick_grid[1] - thick_te1) < 2e-4
first, second = fields[:, 0], fields[:, 1]
assert np.max(np.abs(first - first[::-1])) < 1e-6
assert np.max(np.abs(second + second[::-1])) < 1e-6
near, far = half_width + 1000, half_width + 2000
decay_grid = np.log(second[near] / second[far]) / (x[far] - x[near])
assert abs(decay_grid / decay - 1) < 0.01

print(f"core index: {n_core:.3f} (no unit)")
print(f"cladding index: {n_clad:.3f} (no unit)")
print(f"vacuum wavelength: {wavelength:.0f} nm")
print(f"core index squared: {n_core**2:.6f} (no unit)")
print(f"cladding index squared: {n_clad**2:.6f} (no unit)")
print(f"difference of squares: {index_contrast:.6f} (no unit)")
print(f"root of the difference: {root_contrast:.5f} (no unit)")
print(f"transverse wavelength in core at cutoff: "
      f"{wavelength / root_contrast:.2f} nm")
print(f"TE1 cutoff thickness, formula: {cutoff:.2f} nm")
print(f"TE1 cutoff thickness, formula: {cutoff / 1000:.4f} um")
print(f"TE1 cutoff thickness, integration: {cutoff_shot:.2f} nm")
print(f"exit field / entry field at cutoff: {exit_field:.4f} (no unit)")
for d, count in zip(count_thicknesses, counts):
    print(f"guided TE modes at {d:.2f} nm: {count}")
print(f"V at {thin:.0f} nm: {v_number(thin):.4f} (no unit)")
print(f"V at {thick:.0f} nm: {v_number(thick):.4f} (no unit)")
print(f"pi/2: {np.pi / 2:.4f} (no unit)")
print(f"margin of {thin:.0f} nm slab below cutoff: {cutoff - thin:.1f} nm")
print(f"TE0 n_eff at {thin:.0f} nm, matching: {thin_te0:.3f}")
print(f"TE0 n_eff at {thin:.0f} nm, grid: {thin_grid[0]:.3f}")
print(f"TE0 n_eff at {thick:.0f} nm, matching: {thick_te0:.3f}")
print(f"TE0 n_eff at {thick:.0f} nm, grid: {thick_grid[0]:.3f}")
print(f"TE1 n_eff at {thick:.0f} nm, matching: {thick_te1:.3f}")
print(f"TE1 n_eff at {thick:.0f} nm, grid: {thick_grid[1]:.3f}")
print(f"TE1 decay length at {thick:.0f} nm, matching: {1 / decay:.0f} nm")
print(f"TE1 decay length at {thick:.0f} nm, grid: {1 / decay_grid:.0f} nm")
print("every check passed")
```

Output:

```
core index: 3.476 (no unit)
cladding index: 1.444 (no unit)
vacuum wavelength: 1550 nm
core index squared: 12.082576 (no unit)
cladding index squared: 2.085136 (no unit)
difference of squares: 9.997440 (no unit)
root of the difference: 3.16187 (no unit)
transverse wavelength in core at cutoff: 490.22 nm
TE1 cutoff thickness, formula: 245.11 nm
TE1 cutoff thickness, formula: 0.2451 um
TE1 cutoff thickness, integration: 245.11 nm
exit field / entry field at cutoff: -1.0000 (no unit)
guided TE modes at 50.00 nm: 1
guided TE modes at 240.21 nm: 1
guided TE modes at 250.01 nm: 2
guided TE modes at 485.31 nm: 2
guided TE modes at 495.12 nm: 3
V at 220 nm: 1.4099 (no unit)
V at 260 nm: 1.6662 (no unit)
pi/2: 1.5708 (no unit)
margin of 220 nm slab below cutoff: 25.1 nm
TE0 n_eff at 220 nm, matching: 2.848
TE0 n_eff at 220 nm, grid: 2.848
TE0 n_eff at 260 nm, matching: 2.963
TE0 n_eff at 260 nm, grid: 2.963
TE1 n_eff at 260 nm, matching: 1.471
TE1 n_eff at 260 nm, grid: 1.471
TE1 decay length at 260 nm, matching: 879 nm
TE1 decay length at 260 nm, grid: 879 nm
every check passed
```
